# Why Lloyd's-mirror fringes fade away from the mirror edge

If the light in a Lloyd's mirror is treated as two perfect plane waves, the fringes have full contrast wherever the beams overlap. A mirror 20 mm long, with the beam 30° from the wafer normal, should then pattern a strip $20\tan30^\circ\approx 11.5$ mm wide. For the partially coherent laser treated below, the visibility has already dropped to 0.8 at 1.0 mm from the mirror and to 0.13 at 3 mm. A longer mirror does not help, because the loss is in the light. To choose a remedy one must know which property of the light is responsible, and how much each property contributes.

## What the mirror superposes

Let the wafer be the plane $z=0$ with $x>0$, and let the mirror fill the plane $x=0$, $z>0$. The beam travels along $(-\sin\theta,-\cos\theta)$ in the $(x,z)$ plane. Its electric field points along $y$, parallel to the grooves (TE polarization). The mirror is flat and perfectly conducting, and reflection from the wafer is left out.

Call $U(x,z)$ the field the beam would have without the mirror. The total field must obey the wave equation and vanish on the mirror. The function $U(-x,z)$ obeys the same equation, since the equation contains only a second derivative in $x$. The combination

$$E(x,z)=U(x,z)-U(-x,z)$$

is therefore a solution, and it is zero at $x=0$. On the wafer, the reflected light at $x$ is the light that would have reached $-x$, with its sign changed. The mirror folds the beam about its edge.

The points $x$ and $-x$ are $2x$ apart on the wafer plane. Relative to the beam, this separation has two parts:

$$d_\perp=2x\cos\theta\ \text{(across)},\qquad d_\parallel=2x\sin\theta\ \text{(along)}.$$

Both grow in proportion to $x$.

The resist records a time average. With $I_1=\langle|U(x)|^2\rangle$, $I_2=\langle|U(-x)|^2\rangle$ and $\Gamma=\langle U(x)U^*(-x)\rangle$,

$$I=\langle|U(x)-U(-x)|^2\rangle=I_1+I_2-2\,\mathrm{Re}\,\Gamma .$$

Define the degree of coherence $\gamma=\Gamma/\sqrt{I_1I_2}$. Its phase runs through $2\pi$ in one fringe, while its modulus changes little over that distance. The extrema are then $I_1+I_2\pm2\sqrt{I_1I_2}\,|\gamma|$, and the visibility is

$$V=\frac{I_{\max}-I_{\min}}{I_{\max}+I_{\min}}=\frac{2\sqrt{I_1I_2}}{I_1+I_2}\,|\gamma| .$$

For equal intensities $V=|\gamma|$: the fringes at $x$ measure the coherence of the incident beam between $x$ and $-x$.

## First contribution: the width of the source

Model the source as mutually incoherent emitters at distance $R\gg x$. An emitter displaced by $u$ across the beam, in the plane of incidence, sits at

$$\mathbf S=R(\sin\theta,\cos\theta)+u(\cos\theta,-\sin\theta).$$

Seen from the mirror edge its direction is $\theta+\alpha$, with $\tan\alpha=u/R$. Let $D(x)$ be its distance from the wafer point $x$. To leading order in $x/R$, $D(\pm x)$ differs from $D(0)$ by $\mp x\sin(\theta+\alpha)$, plus a term in $x^2$ that is the same for both signs. The phase between the two waves is therefore

$$\varphi=k[D(-x)-D(x)]\approx2kx\sin(\theta+\alpha)\approx2kx\sin\theta+2kx\cos\theta\,\frac uR ,$$

where $k=2\pi/\lambda$ and terms of order $(u/R)^2$ have been dropped.

One emitter gives an intensity proportional to $|1-e^{i\varphi}|^2=2-2\cos\varphi$. For the central emitter the pitch follows from $2k\Lambda\sin\theta=2\pi$, so $\Lambda=\lambda/(2\sin\theta)$. An emitter at another $u$ produces a slightly different pitch. Every pattern has its dark line at the edge, where $\varphi=0$. Further out, the patterns slip out of step.

Because the emitters are mutually incoherent, their cross terms average to zero and their intensities add. Let $p(u)$ be the normalized source profile and $q=2kx\cos\theta/R$. The averaged fringe term is

$$\int p(u)\cos(2kx\sin\theta+qu)\,du=\mathrm{Re}\!\left[e^{2ikx\sin\theta}\,\tilde p(q)\right],\qquad \tilde p(q)=\int p(u)e^{iqu}du ,$$

so the source factor is $V_s=|\tilde p(q)|$. For a Gaussian profile of rms width $s$, complete the square in the exponent:

$$-\frac{u^2}{2s^2}+iqu=-\frac{(u-iqs^2)^2}{2s^2}-\frac{q^2s^2}{2}.$$

The first term integrates to the normalization, which leaves

$$V_s=e^{-q^2s^2/2}=e^{-x^2/2X_s^2},\qquad X_s=\frac{R}{2ks\cos\theta}.$$

The example has $\lambda=355$ nm, $\theta=30^\circ$, $R=1$ m, $s=20$ µm and $k=1.770\times10^7\ \mathrm{m^{-1}}$. The pitch is 355 nm and $X_s=1.63$ mm. At $x=2$ mm the rms phase spread is

$$qs=2(1.770\times10^7)(2\times10^{-3})(0.866)(20\times10^{-6})=1.226,$$

and $V_s=e^{-0.752}=0.471$.

The link to coherence can be tested without a mirror. Emitters with random amplitudes and phases were used to estimate the coherence of the incident beam at one wavelength. It was 0.831 between $-1$ and $1$ mm, and 0.829 between 0 and 2 mm. The mirror fringes at $x=1$ mm have $V=0.829$. The two pairs have equal separation but different positions, and for this source their coherence agrees within the sampling noise.

## Second contribution: the linewidth

Now take a single emitter with a Gaussian spread of wavenumbers $k+\kappa$, of rms width $\sigma_k$. The phase acquires the term $2x\sin\theta\,\kappa$. The same Gaussian integral, with $\kappa$ in place of $u$, gives

$$V_t=e^{-(2x\sin\theta\,\sigma_k)^2/2}=e^{-x^2/2X_t^2},\qquad X_t=\frac1{2\sin\theta\,\sigma_k}.$$

A linewidth of 30 GHz (full width at half maximum) corresponds to an rms width of $30/2.355=12.74$ GHz. Hence $\sigma_k=2\pi\sigma_\nu/c=267\ \mathrm{m^{-1}}$ and $X_t=3.75$ mm. At $x=2$ mm the phase spread is $267\times0.002=0.534$, and $V_t=e^{-0.143}=0.867$.

## Weighing the two

If position and frequency are independent in the source, and the small product term in $u\kappa$ is dropped, the factors multiply:

$$V=V_sV_t=e^{-x^2/2X^2},\qquad \frac1{X^2}=\frac1{X_s^2}+\frac1{X_t^2}.$$

Here $1/X^2=0.376+0.071=0.447\ \mathrm{mm^{-2}}$, so $X=1.495$ mm. For these two Gaussian distributions the source width supplies 84 % of the exponent and the linewidth 16 %, at every $x$. The split depends on the line shape. A Lorentzian line of the same full width $\Delta\nu$ has $V_t=e^{-\pi\Delta\nu\tau}$ with $\tau=2x\sin\theta/c$; this is 0.73 at 1 mm, where the line then supplies 63 % of the exponent. A direct sum of spherical waves over emitters and frequencies tests the law:

| $x$ (mm) | $V$ summed | $V$ formula |
|---|---|---|
| 1 | 0.7996 | 0.7996 |
| 2 | 0.4088 | 0.4089 |
| 3 | 0.1337 | 0.1337 |

The ratio of minimum to maximum dose is $(1-V)/(1+V)$. It is 0.11 at 1 mm and 0.76 at 3 mm, where little is left for the resist to distinguish. If the process needs $V\ge V_{\min}$, solving for $x$ gives the usable width

$$x_u=X\sqrt{2\ln(1/V_{\min})}.$$

For the chosen value $V_{\min}=0.8$ the root is 0.668, and $x_u=1.495\times0.668=1.00$ mm, or about 2800 fringes.

Halving the source width, with angle, distance and linewidth fixed, raises $x_u$ to 1.64 mm. It does not double, because the spectral term stays. A point source would reach 2.50 mm, the limit set by this linewidth alone. In the opposite limit of very narrow linewidth, $X$ tends to $X_s$.

## Is the folding really the cause?

Separation alone is not enough: the beam must also be partially coherent. Suppose the same emitters are locked in phase at one wavelength. Then $\Gamma=U(x)U^*(-x)$ without averaging, so $|\gamma|=1$ at any separation. The sum gives $V=0.99999$ at 2 mm for a beam centred on the edge.

Next, keep the emitters incoherent but remove the reversal. For a plane wave tilted by $\delta$, the incident wavevector has $k_x=-k\sin(\theta+\delta)$. The mirror reverses its sign, and the difference between the beams is $2k\sin(\theta+\delta)$, which is of first order in $\delta$. Two successive reflections can instead rotate the beam by $2\theta$; let the axis of rotation be the line where the mirror meets the wafer. The second beam then has $k_x=k\sin(\theta-\delta)$, and the difference is

$$k[\sin(\theta-\delta)+\sin(\theta+\delta)]=2k\sin\theta\cos\delta .$$

The first-order term has gone. The position of the axis matters: at a height $h$ above the wafer it would bring back a first-order phase of size $2kh\sin\theta\,\delta$. At 2 mm and one wavelength, with plane waves, the reversed beam gives $V=0.4715$ and the rotated one 1.000000. With the full linewidth the rotated beam gives 0.867, which is just $V_t$. The fold is thus responsible for the source-width loss. The spectral loss remains for the rotated beam, since the pitch of two beams at fixed angles depends on wavelength.

The fold reverses $x$ but not $y$, so source length along the grooves matters far less. An emitter displaced by $v$ along $y$, seen from wafer height $y$, has

$$\varphi\approx2kx\sin\theta\left[1-\frac{(v-y)^2}{2R^2}\right],$$

whose part linear in $v$ is $2kx\sin\theta\,vy/R^2$. With $v$ of 200 µm rms, $x=2$ mm and $y=5$ mm, this is 0.035 rad. The summed visibility is 0.9993, although the source is ten times longer than $s$. For these dimensions, a slit parallel to the grooves passes more light than a round pinhole at little cost in contrast, provided it is well aligned. A turn of 2° adds 7 µm rms across the beam and multiplies $V$ at 2 mm by about 0.9.

## Does coherence always fall with distance?

It does for the Gaussian source, but not in general. A uniform slit of width $a$ across the beam has

$$V_s=\left|\frac{\sin(qa/2)}{qa/2}\right|,$$

with its first zero at $qa/2=\pi$, that is, at $x=\lambda R/(2a\cos\theta)$. For $a=\sqrt{12}\,s=69.3$ µm, which has the same rms width as the Gaussian, the zero lies at 2.96 mm. The visibility then recovers to 0.217 at 4.23 mm, although the superposed points are further apart.

What the profiles share is the initial loss. For any profile with zero mean and finite variance, expanding $e^{iqu}$ gives $\tilde p\approx1-q^2s^2/2$, so for small enough $q$ the loss is half the phase variance. At 0.5 mm that is 0.0470; the slit loses 0.0463 and the Gaussian 0.0459.

## Smaller contributions

Wavefront curvature is not a cause of fading. Carrying the expansion of $D$ to third order gives

$$D(-x)-D(x)=2x\sin\theta-\frac{x^3\sin\theta\cos^2\theta}{R^2}.$$

The quadratic terms cancel. To restore the same phase, a fringe moves outward by $x^3\cos^2\theta/(2R^2)$. This is 0.37 nm at $x_u$ and 47 nm at 5 mm: a distortion of the grating, not a loss of contrast.

The remaining effects, for assumed rough values, multiply $V$ at $x_u$ by these factors:

- resist blur of 10 nm rms: 0.984, the same at all $x$;
- source drift of 5 µm rms during exposure: 0.988;
- beam axis 2 mm off the edge, for a 10 mm beam radius ($1/e^2$): 0.998;
- mirror reflectance of 0.93: 0.999.

Together they give about 0.97, lowering $V$ from 0.80 to about 0.78. Diffraction from the far edge of a 20 mm mirror changes the reflected amplitude at $x_u$ by less than 0.2 %; the change grows towards the outer end of the strip.

## Beside a real laser

The parameters are rough values for an unseeded, frequency-tripled Nd:YAG laser running in several transverse modes. The 30 GHz is taken as the width at 355 nm. If it is the width of the fundamental, tripling a field of many random-phase modes widens it by about $\sqrt3$, to 52 GHz; the line then supplies 36 % of the exponent and $x_u$ falls to 0.87 mm. The line shape matters as well: a Lorentzian of 30 GHz full width would give $x_u=0.54$ mm. If each emitter is a coherent beamlet that spreads to a 10 mm radius at the wafer, the beam quality factor is $M^2=3.7$, where 1 denotes a single Gaussian mode. Also open to doubt is the Gaussian profile of independent emitters. Replacing it by the slit of equal rms width hardly changes $V$ at 0.5 mm, but at 2.96 mm it takes $V_s$ from about 0.19 to zero. Between these two profiles the usable width for $V_{\min}=0.8$ changes little, while the far tail changes greatly. Other sources can differ more. A narrow core with a weak, broad halo may have the same rms width and a larger usable width. A laser with only a few transverse modes may depart from the Gaussian law even at the same $M^2$, so its fringe contrast should be measured. The exposure must also average over many coherence times, or cross terms between modes survive. For a narrow-line laser in a single transverse mode both losses become small, and the beam profile and the mirror then set the limits. The numerical output below lists the values used here.

## Calculated quantities

```
wavelength 355 nm, beam angle 30 deg
emitter spread 20 um rms at 1.0 m: 20 urad rms
linewidth 30 GHz FWHM, rms 12.74 GHz
wavenumber k 1.7699e+07 1/m, rms spread 267.0 1/m
fringe pitch 355.0 nm
mirror height struck for x = 2 mm: 3.450 mm
visibility one pitch from the edge: 1.00000
fade lengths: source 1.631, spectrum 3.745, joint 1.495 mm
x mm | across mm | along mm | V summed | V formula | V_s | V_t
0.5 | 0.866 | 0.500 | 0.9457 | 0.9456 | 0.9541 | 0.9911
1.0 | 1.732 | 1.000 | 0.7996 | 0.7996 | 0.8287 | 0.9650
2.0 | 3.464 | 2.000 | 0.4088 | 0.4089 | 0.4715 | 0.8671
3.0 | 5.196 | 3.000 | 0.1337 | 0.1337 | 0.1842 | 0.7256
4.0 | 6.928 | 4.000 | 0.0279 | 0.0279 | 0.0494 | 0.5653
random fields, no mirror: coherence(-1,1 mm) 0.831, (0,2 mm) 0.829
mirror fringes at 1 mm, one wavelength: V 0.829
x = 2 mm, phase-locked emitters, one wavelength: V 0.99999
x = 2 mm, one wavelength: reversed V 0.4715, rotated V 1.000000
x = 2 mm, rotated beam with full linewidth: V 0.8671
source 200 um rms along grooves, x 2 mm, y 5 mm: V 0.99934
slit 69.3 um: V 0.0000 at 2.958 mm, 0.2172 at 4.231 mm
loss at 0.5 mm: slit 0.0463, Gaussian 0.0459, half phase variance 0.0470
width with V >= 0.8: 0.999 mm, 2814 fringes
same with half the source: 1.643 mm; point source: 2.502 mm
beam radius 10 mm at wafer: emitter waist 5.65 um rms, M2 3.68
neglected effects at the edge of the usable width (factors on V):
mirror reflectance 0.93: 0.99934
beam axis 2 mm off the edge: 0.9976
source drift 5 um rms: 0.9883
resist blur 10 nm rms (same at all x): 0.9845
far edge of 20 mm mirror: amplitude ripple 0.16 %
curvature fringe shift: 0.37 nm; at 5 mm 46.9 nm
```
